# The exchange energy from the system- and spherically averaged exchange hole

In an unrestricted Hartree–Fock calculation of the sulfur atom, 57 % of the exchange energy comes from distances below 0.2 bohr between an electron and the charge of its exchange hole. Those distances hold 17 % of the hole's charge. The mismatch is explained by writing the exchange energy as an integral over one variable, the distance $u$. This section derives that integral and finds how much of the exchange hole it retains. Hartree atomic units are used throughout.

## The exchange hole of a determinant

Consider a finite system of $N$ electrons described by one Slater determinant. Its occupied spatial orbitals $\varphi_{i\sigma}$ are real, and orthonormal within each spin $\sigma$. Define

$$
\gamma_\sigma(\mathbf r,\mathbf r')=\sum_i^{\rm occ}\varphi_{i\sigma}(\mathbf r)\varphi_{i\sigma}(\mathbf r'),\qquad
n_\sigma(\mathbf r)=\gamma_\sigma(\mathbf r,\mathbf r),\qquad n=\sum_\sigma n_\sigma. \tag{1}
$$

The electron repulsion in a determinant is half the double sum, over occupied spin orbitals, of Coulomb integrals minus exchange integrals. Exchange integrals between opposite spins vanish because the spin functions are orthogonal. The exchange part is therefore

$$
E_x=-\frac12\sum_\sigma\sum_{ij}\iint
\frac{\varphi_{i\sigma}(\mathbf r)\varphi_{j\sigma}(\mathbf r)\,\varphi_{i\sigma}(\mathbf r')\varphi_{j\sigma}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{2}
$$

The numerator is a product of a factor with index $i$ and a factor with index $j$. Each sum gives $\gamma_\sigma(\mathbf r,\mathbf r')$, so that

$$
E_x=-\frac12\sum_\sigma\iint\frac{\gamma_\sigma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{3}
$$

The exchange hole is defined by

$$
n_x(\mathbf r,\mathbf r')=-\frac{1}{n(\mathbf r)}\sum_\sigma\gamma_\sigma(\mathbf r,\mathbf r')^2 , \tag{4}
$$

which turns Eq. (3) into

$$
E_x=\frac12\iint\frac{n(\mathbf r)\,n_x(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'. \tag{5}
$$

This is the electrostatic energy between each electron and a negative density that surrounds it. The factor $\tfrac12$ is the one already present in Eq. (2). Where $n(\mathbf r)=0$, the product $n\,n_x$ is still defined by Eq. (4), and no other combination enters the energy.

## Reduction to one dimension

At fixed $\mathbf r$, replace $\mathbf r'$ by $\mathbf u=\mathbf r'-\mathbf r$. This is a shift, so $d^3r'=d^3u$. In spherical coordinates about $\mathbf r$, $d^3u=u^2\,du\,d\Omega_u$, and Eq. (5) becomes

$$
E_x=\frac12\int d^3r\int_0^\infty du\,u^2\int d\Omega_u\;\frac{n(\mathbf r)\,n_x(\mathbf r,\mathbf r+\mathbf u)}{u}. \tag{6}
$$

The integrals may be done in any order, because the integrand nowhere changes sign (Tonelli's theorem). The result is also finite. The Cauchy–Schwarz inequality applied to Eq. (1) gives $\gamma_\sigma(\mathbf r,\mathbf r')^2\le n_\sigma(\mathbf r)n_\sigma(\mathbf r')$, so $|E_x|$ cannot exceed the sum of the classical self-repulsions of the two spin densities.

The factor $1/u$ does not depend on the direction of $\mathbf u$, so the angular integral acts on the hole alone. With the spherical average about $\mathbf r$,

$$
\bar n_x(\mathbf r,u)=\int\frac{d\Omega_u}{4\pi}\,n_x(\mathbf r,\mathbf r+\mathbf u), \tag{7}
$$

the angular integral in Eq. (6) equals $4\pi\, n(\mathbf r)\,\bar n_x(\mathbf r,u)/u$. Hence

$$
E_x=\int d^3r\,n(\mathbf r)\,\varepsilon_x(\mathbf r),\qquad
\varepsilon_x(\mathbf r)=2\pi\int_0^\infty u\,\bar n_x(\mathbf r,u)\,du, \tag{8}
$$

where $2\pi=\tfrac12\cdot4\pi$, and one power of $u$ survives from $u^2/u$.

The factor $1/u$ does not depend on $\mathbf r$ either. The integral over $\mathbf r$ can therefore be done before the one over $u$, and it too acts on the hole alone. Define the system- and spherically averaged hole

$$
\langle n_x\rangle(u)=\frac1N\int d^3r\,n(\mathbf r)\,\bar n_x(\mathbf r,u). \tag{9}
$$

The weight $n(\mathbf r)/N$ integrates to one, so this is a true average over the positions of the electrons. Inserting Eq. (9) in Eq. (8) gives

$$
\boxed{E_x=2\pi N\int_0^\infty u\,\langle n_x\rangle(u)\,du .} \tag{10}
$$

## What the energy does not see

Let $h(\mathbf r,\mathbf u)=n(\mathbf r)\,n_x(\mathbf r,\mathbf r+\mathbf u)$, and change it by $\Delta h$. By Eqs. (6)–(10) the energy stays the same whenever

$$
\int d^3r\int d\Omega_u\,\Delta h(\mathbf r,\mathbf u)=0\quad\text{for every }u. \tag{11}
$$

Two kinds of change satisfy this condition. Hole density may be moved around a sphere centred on the electron, or it may be taken from the hole at one position $\mathbf r$ and added, at the same distance $u$ and with the density weight included, to the hole at another. In this sense only the average (9) enters the exchange energy. An approximate hole may thus have the wrong shape at every point and still give the right energy.

The converse does not hold. Equation (10) is a single number, and adding to $\langle n_x\rangle$ any function $\delta(u)$ with $\int_0^\infty u\,\delta(u)\,du=0$ leaves it unchanged. A correct energy does not prove that the averaged hole is correct.

The derivation used two properties of the interaction, and it fails without them. If the interaction depended on the direction of $\mathbf u$, the angular integral would not act on the hole alone. If it depended on $\mathbf r$, the integral over $\mathbf r$ would not act on the hole alone, and the average (9) would not be the one that enters. The second case arises in a hybrid functional whose fraction of exact exchange, $a(\mathbf r)$, varies in space. The energy $\int a\,n\,\varepsilon_x\,d^3r$ is then not determined by $\langle n_x\rangle(u)$. It equals $2\pi\int_0^\infty u\left[\int a\,n\,\bar n_x\,d^3r\right]du$, so the spherical average in Eq. (7) is still sufficient, but the average over positions carries the weight $a(\mathbf r)\,n(\mathbf r)$ and must be formed anew for each $a$.

For an interaction $w(u)$ that depends on distance alone, the same steps with $1/u$ replaced by $w(u)$ give

$$
E_x[w]=2\pi N\int_0^\infty u^2\,w(u)\,\langle n_x\rangle(u)\,du, \tag{12}
$$

provided the integral converges absolutely. One averaged hole thus serves the full exchange energy and the short-range part used in screened hybrids, for which $w(u)=\operatorname{erfc}(\omega u)/u$.

## Normalization and the mean inverse distance

Orthonormality of the orbitals gives

$$
\int\gamma_\sigma(\mathbf r,\mathbf r')^2\,d^3r'=\sum_{ij}\varphi_{i\sigma}(\mathbf r)\varphi_{j\sigma}(\mathbf r)\,\delta_{ij}=n_\sigma(\mathbf r). \tag{13}
$$

Summing over spin and dividing by $-n(\mathbf r)$, we find that the hole about every point integrates to $-1$. Both averages preserve this value:

$$
4\pi\int_0^\infty u^2\,\langle n_x\rangle(u)\,du=-1. \tag{14}
$$

Since $\langle n_x\rangle\le0$, the function $p(u)=-4\pi u^2\langle n_x\rangle(u)$ is a probability density for the distance between an electron and the charge of its hole. Substituting $u\langle n_x\rangle=-p/(4\pi u)$ in Eq. (10) gives

$$
E_x=-\frac N2\left\langle\frac1u\right\rangle,\qquad \left\langle\frac1u\right\rangle=\int_0^\infty\frac{p(u)}{u}\,du. \tag{15}
$$

With the number of electrons fixed, a more compact hole, in the sense of a larger mean inverse distance, means a more negative exchange energy.

At $u=0$ the spherical average is trivial, and Eqs. (4) and (9) give

$$
\langle n_x\rangle(0)=-\frac1N\sum_\sigma\int n_\sigma(\mathbf r)^2\,d^3r. \tag{16}
$$

The squares make this value sensitive to regions of high density. In Eq. (10), however, the factor $u$ suppresses the integrand at the origin.

## The hydrogen atom in closed form

For one electron in the orbital $e^{-r}/\sqrt\pi$, $\gamma(\mathbf r,\mathbf r')^2=n(\mathbf r)n(\mathbf r')$ with $n=e^{-2r}/\pi$. Equation (9) then reads

$$
\langle n_x\rangle(u)=-\frac1{\pi^2}\int e^{-2(r_1+r_2)}\,d^3r,\qquad r_1=|\mathbf r|,\quad r_2=|\mathbf r+\mathbf u|. \tag{17}
$$

No angular average is needed, since the integral depends on $u$ alone. Let $\theta$ be the angle between $\mathbf r$ and $\mathbf u$. From $r_2^2=r_1^2+u^2+2r_1u\cos\theta$ at fixed $r_1$ follows $r_2\,dr_2=r_1u\,d(\cos\theta)$, so

$$
d^3r=2\pi r_1^2\,dr_1\,d(\cos\theta)=\frac{2\pi}{u}\,r_1r_2\,dr_1\,dr_2. \tag{18}
$$

Now set $S=r_1+r_2$ and $D=r_1-r_2$. Then $r_1r_2=(S^2-D^2)/4$ and $dr_1dr_2=\tfrac12\,dS\,dD$. The triangle inequality sets the limits $S\ge u$ and $|D|\le u$. Therefore

$$
\langle n_x\rangle(u)=-\frac{1}{4\pi u}\int_u^\infty dS\,e^{-2S}\int_{-u}^{u}dD\,(S^2-D^2)
=-\frac1{2\pi}\int_u^\infty e^{-2S}\Big(S^2-\frac{u^2}{3}\Big)dS. \tag{19}
$$

With $\int_u^\infty S^2e^{-2S}dS=e^{-2u}\left(\tfrac{u^2}2+\tfrac u2+\tfrac14\right)$ and $\int_u^\infty e^{-2S}dS=\tfrac12e^{-2u}$,

$$
\langle n_x\rangle(u)=-\frac{e^{-2u}}{8\pi}\Big(1+2u+\frac43u^2\Big). \tag{20}
$$

Equation (10) with $N=1$, together with $\int_0^\infty u^ke^{-2u}du=k!/2^{k+1}$, gives

$$
E_x=-\frac14\int_0^\infty\Big(u+2u^2+\frac43u^3\Big)e^{-2u}\,du
=-\frac14\Big(\frac14+\frac12+\frac12\Big)=-\frac5{16}\ \text{hartree}. \tag{21}
$$

This is minus the electrostatic self-energy of the density $n$, as it must be: a single electron does not repel itself, and exchange cancels the spurious classical term. The numerical check obtains the same $-5/16$ from the shell theorem.

## The sulfur atom

The sulfur atom in its triplet state has 9 spin-up and 7 spin-down electrons. The calculation uses unrestricted Hartree–Fock with the s and p functions of the cc-pVTZ basis, and the energies below belong to that model. A much larger basis (uncontracted aug-cc-pVQZ up to f functions) lowers $E_x$ by 0.012 hartree and its short-range part by 0.009 hartree, shifts the local $\varepsilon_x$ quoted below by 0.001 hartree, and changes the tabulated hole values by less than 2 % and the tabulated shares by at most 0.2 percentage points. Define the pair integral

$$
P(\mathbf u)=\sum_\sigma\int\gamma_\sigma(\mathbf r,\mathbf r+\mathbf u)^2\,d^3r,\qquad
\langle n_x\rangle(u)=-\frac1N\int\frac{d\Omega_u}{4\pi}P(\mathbf u). \tag{22}
$$

Six directions suffice for the angular average here. By Eq. (1), $P$ is a sum of correlation integrals $\int\rho_{ij}(\mathbf r)\rho_{ij}(\mathbf r+\mathbf u)\,d^3r$ with $\rho_{ij}=\varphi_{i\sigma}\varphi_{j\sigma}$. Products of s and p orbitals contain angular momenta up to 2. A Fourier transform preserves angular momentum and turns each correlation integral into $|\tilde\rho_{ij}|^2$, so $P$ contains angular momenta up to 4. They are even, because shifting $\mathbf r$ by $-\mathbf u$ and using the symmetry of $\gamma_\sigma$ shows that $P(-\mathbf u)=P(\mathbf u)$.

On the unit sphere, $P$ is thus a combination of fourth-degree monomials in the components of the direction, since lower even degrees can be raised with $x^2+y^2+z^2=1$. Take the six axes of an icosahedron, $(0,\pm1,g)$, $(\pm1,g,0)$ and $(g,0,\pm1)$, divided by $\sqrt{1+g^2}$, with $g^2=g+1$. Then $g^4=3g+2$ and $(1+g^2)^2=5(g+1)$, and the averages over the axes are

$$
\overline{x^4}=\frac{2(1+g^4)}{6\cdot5(g+1)}=\frac15,\qquad
\overline{x^2y^2}=\frac{2g^2}{6\cdot5(g+1)}=\frac1{15}. \tag{23}
$$

These are the averages over the full sphere, and the same holds for the other components by cyclic symmetry. Monomials with odd powers average to zero in both cases.

The one-dimensional integral (10) gives $E_x=-25.0222$ hartree, or $-680.9$ eV. The analytic two-electron integrals of Eq. (2) give the same energy to a relative difference of $2.5\times10^{-7}$. The mean inverse distance is $3.1278$ bohr$^{-1}$, and Eq. (15) reads $-\tfrac{16}{2}\times3.1278=-25.022$ hartree.

The distribution over distance is as follows.

| $u$ (bohr) | $\langle n_x\rangle$ (bohr$^{-3}$) | % of $E_x$ within $u$ | % of hole charge within $u$ |
|---|---|---|---|
| 0.1 | −9.32 | 30.7 | 5.7 |
| 0.2 | −2.08 | 56.8 | 17.4 |
| 0.5 | −0.251 | 84.3 | 45.2 |
| 1.0 | −0.0165 | 94.3 | 66.0 |
| 3.0 | −0.00053 | 99.4 | 92.8 |

The opening observation can now be explained. By Eq. (15), the share of the energy within a given distance is the share of the charge there, multiplied by the mean of $1/u$ over that charge and divided by the overall mean. Within 0.2 bohr $1/u$ is at least 5 bohr$^{-1}$, above the overall mean of 3.128 bohr$^{-1}$, so the share of the energy there must exceed the share of the charge by a factor of at least $5/3.128\approx1.6$. The tabulated shares give the actual value: within 0.2 bohr the mean inverse distance is $3.128\times56.8/17.4\approx10.2$ bohr$^{-1}$. For the rest of the hole it is $3.128\times43.2/82.6\approx1.6$ bohr$^{-1}$. The inner charge counts about six times as much per unit of charge.

The angular average matters. If $\mathbf u$ is restricted to one direction $\hat{\mathbf u}$, Eq. (10) is replaced by

$$
E(\hat{\mathbf u})=-2\pi\int_0^\infty u\,P(u\hat{\mathbf u})\,du,\qquad E_x=\int\frac{d\Omega_u}{4\pi}E(\hat{\mathbf u}). \tag{24}
$$

Along the axis of the singly occupied spin-down 3p shell this gives $-24.82$ hartree, and across it $-25.22$ hartree. They miss the exchange energy by 0.20 hartree in opposite directions. The equal size of the two misses is accidental, since no symmetry requires it; in the larger basis they are $+0.27$ and $-0.21$ hartree. The hole is anisotropic, but its anisotropy cancels from the energy when all directions are averaged.

The system average hides variation too. At a point on the same axis, 1.5 bohr from the nucleus, Eq. (8) gives $\varepsilon_x=-0.408$ hartree, in agreement with a direct evaluation from potential integrals. The average per electron is $E_x/N=-1.564$ hartree. The hole about this outer point also integrates to $-1$, but its mean inverse distance is $2\times0.408=0.82$ bohr$^{-1}$, about a quarter of the system average.

Finally, Eq. (12) with $w=\operatorname{erfc}(\omega u)/u$ and $\omega=0.4$ bohr$^{-1}$ gives a short-range exchange energy of $-21.709$ hartree, again in agreement with the two-electron integrals. This is 87 % of $E_x$. The remainder, $-3.314$ hartree, belongs to $w=\operatorname{erf}(\omega u)/u$. Since $\operatorname{erf}(x)\le2x/\sqrt\pi$ for $x\ge0$, that interaction never exceeds $2\omega/\sqrt\pi$, and Eqs. (12) and (14) limit the magnitude of the long-range part:

$$
|E_x^{\rm LR}|\le\frac N2\cdot\frac{2\omega}{\sqrt\pi}=\frac{16\times0.4}{\sqrt\pi}\approx3.61\ \text{hartree}. \tag{25}
$$

The bound depends on the number of electrons and on $\omega$, but not on how compact the hole is. The same bound applied to the charge within 0.2 bohr limits its long-range energy to $0.174\times3.61\approx0.63$ hartree in magnitude, about 4 % of the $0.568\times25.02\approx14.2$ hartree that this charge contributes to $|E_x|$. The energy of the compact inner part of the hole therefore appears almost entirely in the short-range term.

## Table of computed values

```
HYDROGEN ATOM
Ex, one-dimensional integral: -5/16 = -0.3125 hartree
Ex, shell theorem: -5/16 hartree
SULFUR ATOM, triplet, UHF, s and p functions of cc-pVTZ
electrons N: 16; spin up 9, spin down 7
basis functions: 17
total UHF energy: -397.50296 hartree
Ex, one-dimensional integral: -25.02217 hartree
Ex, two-electron integrals:   -25.02216 hartree
Ex converted: -680.89 eV
relative difference of the two Ex: 2.5e-07
hole charge 4 pi int u^2 <nx> du: -1.000000
mean inverse distance <1/u>: 3.12777 bohr^-1
on-top <nx>(0), pair grid: -25.4992 bohr^-3
on-top <nx>(0), atom grid: -25.4991 bohr^-3
screening parameter omega: 0.4 bohr^-1
short-range Ex, one-dimensional: -21.70862 hartree
short-range Ex, two-electron:    -21.70862 hartree
Energy if one direction of u replaces the average:
  u along open-shell axis:  -24.8221 hartree
  u across open-shell axis: -25.2237 hartree
Reference point on the axis, distance from nucleus: 1.5 bohr
  density there: 0.15982 bohr^-3
  eps_x, spherical average: -0.40838 hartree
  eps_x, potential integrals: -0.40838 hartree
  charge of the local hole: -1.000000
  for comparison Ex/N: -1.56389 hartree
u (bohr) | <nx> (bohr^-3) | % of Ex within u | % of hole charge
 0.05 | -1.8549e+01 | 10.9 | 1.1
 0.10 | -9.3208e+00 | 30.7 | 5.7
 0.20 | -2.0835e+00 | 56.8 | 17.4
 0.50 | -2.5129e-01 | 84.3 | 45.2
 1.00 | -1.6487e-02 | 94.3 | 66.0
 2.00 | -2.8067e-03 | 98.1 | 83.1
 3.00 | -5.2878e-04 | 99.4 | 92.8
 5.00 | -3.9812e-05 | 99.9 | 98.7
```
